\section*{Ozaki poles for Green-function density matrices: derivation, cost and limits}

\section{What symmetry and dimensions fix}

A Green-function calculation obtains the density matrix by sampling $G(z)=(z-H)^{-1}$ at complex energies. Here $H$ is a Hermitian matrix in $n$ orthonormal orbitals, $\mu$ is the chemical potential, and $T$ is the temperature. The Fermi function contains energy only through
\begin{equation}
x=\frac{\varepsilon-\mu}{k_BT},\qquad f(x)=\frac1{1+e^x}.
\end{equation}
If every level satisfies $|x|\le X$, the number of samples that keeps the error of $f$ below $\epsilon$ for all such spectra can depend only on the dimensionless numbers $X$ and $\epsilon$.

Symmetry restricts the form but does not fix it. Since $f(x)+f(-x)=1$, the function $f-\frac12$ is odd. A term $c/(x-iz_p)$ in it therefore requires a partner $c/(x+iz_p)$, and reality on the real axis makes $c$ real. Placing simple poles on the imaginary axis is a choice, and it leaves their positions and weights free. With $z_p>0$ and $c=-R_p$,
\begin{equation}
f_N(x)=\frac12-\sum_{p=1}^{N}R_p\left[\frac1{x-iz_p}+\frac1{x+iz_p}\right]
=\frac12-\sum_{p=1}^{N}\frac{2R_px}{x^2+z_p^2}. \label{form}
\end{equation}
To insert the matrix $(H-\mu)/k_BT$ for $x$, use
\begin{equation}
\left[\frac{H-\mu}{k_BT}-iz_p\right]^{-1}=-k_BT\,G(\mu+ik_BTz_p).
\end{equation}
Because $G(z^*)=G(z)^\dagger$, the density matrix per spin is
\begin{equation}
\rho_N=\frac12+k_BT\sum_pR_p\left[G(\mu+ik_BTz_p)+\mathrm{h.c.}\right]. \label{rho}
\end{equation}
One Green function per upper pole suffices, so $N$ measures the cost. The Matsubara choice is $z_p=\omega_p=(2p-1)\pi$ and $R_p=1$: near $i\omega_p$ one has $1+e^x\simeq-(x-i\omega_p)$, so $f$ has residue $-1$ there. Ozaki's choice changes both positions and weights.

\section{Poles from a tridiagonal matrix}

Let $y=x/2$, so that $f=\frac12(1-\tanh y)$. Modified Bessel functions obey $I_{\nu-1}-I_{\nu+1}=(2\nu/y)I_\nu$. Division by $I_\nu$ and inversion give
\begin{equation}
\frac{I_\nu}{I_{\nu-1}}=\frac{y}{2\nu+y\,I_{\nu+1}/I_\nu}. \label{ratio}
\end{equation}
Starting from $\tanh y=I_{1/2}/I_{-1/2}$ and repeating this step produces
\begin{equation}
\tanh y=\cfrac{y}{1+\cfrac{y^2}{3+\cfrac{y^2}{5+\cdots}}}.
\end{equation}
Keep $M=2N$ levels, the last denominator being $2M-1$, and call the result $t_M$. Let $D=\mathrm{diag}(1,3,\ldots,2M-1)$, and let $K_0$ have ones next to the diagonal and zeros elsewhere. Eliminating all rows of $D-iyK_0$ but the first leaves $1-(-iy)^2q=1+y^2q$, where $q$ is the first diagonal element of the inverse of the remaining block. The same elimination applies to that block, so $t_M=y[(D-iyK_0)^{-1}]_{11}$. Taking $D^{1/2}$ out on both sides, with $D_{11}=1$, gives
\begin{align}
f_N(x)&=\frac12-\frac x4\left[(1-ixB)^{-1}\right]_{11},\\
B_{j,j+1}&=B_{j+1,j}=\frac1{2\sqrt{(2j-1)(2j+1)}}. \label{B}
\end{align}

Changing the sign of every second component of an eigenvector reverses its eigenvalue, so the eigenvalues come in pairs $\pm b_p$ with equal squared first components $w_p$. For even $M$ none vanishes, since $|\det B|=\prod_{k=1}^{N}B_{2k-1,2k}^2\ne0$. A pair contributes
\begin{equation}
\frac{w_p}{1-ixb_p}+\frac{w_p}{1+ixb_p}=\frac{2w_p}{1+x^2b_p^2}.
\end{equation}
Multiplying by $-x/4$ and setting $b_p=1/z_p$ gives $-(w_pz_p^2/2)\,x/(x^2+z_p^2)$. Comparison with \eqref{form} yields
\begin{equation}
z_p=\frac1{b_p},\qquad R_p=\frac{w_pz_p^2}{4}. \label{poles}
\end{equation}
For $N=1$, $b_1=1/(2\sqrt3)$ and $w_1=\frac12$, hence $z_1=2\sqrt3$ and $R_1=\frac32$. An odd $M$ would have a zero eigenvalue and a term linear in $x$, which is why an even number of levels is kept.

\section{The exact truncation error}

The functions $K_\nu$ obey $K_{\nu-1}-K_{\nu+1}=-(2\nu/y)K_\nu$. Hence $(-1)^jK_{j+1/2}$ satisfies the same recurrence as $I_{j+1/2}$. Truncation selects the combination that vanishes at $j=M$:
\begin{equation}
u_j=I_{j+1/2}-(-1)^jg\,K_{j+1/2},\qquad g=\frac{I_\nu(y)}{K_\nu(y)},\quad \nu=2N+\tfrac12.
\end{equation}
Equation \eqref{ratio} holds for $u_j/u_{j-1}$ and ends at $u_M=0$, so $t_M=u_0/u_{-1}$. For $x>0$, insert $I_{1/2}=\sqrt{2/\pi y}\sinh y$, $I_{-1/2}=\sqrt{2/\pi y}\cosh y$ and $K_{\pm1/2}=\sqrt{\pi/2y}\,e^{-y}$. With $Q=\pi g$,
\begin{equation}
t_M=\frac{\sinh y-\frac12Qe^{-y}}{\cosh y+\frac12Qe^{-y}},\qquad
f_N=\frac{1-t_M}2=\frac{1+Q}{e^x+1+Q}. \label{fN}
\end{equation}
Thus $0<f_N<1$. Subtracting $f$ gives the numerator $(1+Q)(1+e^x)-(e^x+1+Q)=Qe^x$. With $\sigma=Qe^{-x}$,
\begin{equation}
f_N-f=\frac{\sigma}{(1+e^{-x})(1+e^{-x}+\sigma)},\qquad
\sigma=\frac{\pi e^{-x}I_\nu(x/2)}{K_\nu(x/2)}. \label{error}
\end{equation}
The error is positive for $x>0$ and odd in $x$. Formula \eqref{error} was tested against direct pole sums for several $N$.

The spectral edge is the worst point. To see this, write
\begin{equation}
f_N-f=\frac1{(1+e^{-x})\,[1+(1+e^x)/Q]}.
\end{equation}
The first factor of the denominator falls with $x$. The second also falls if $Q'/Q>e^x/(1+e^x)$. The Wronskian $I_\nu'K_\nu-I_\nu K_\nu'=1/y$ and $dy/dx=\frac12$ give $Q'/Q=1/(2yI_\nu K_\nu)$, so $yI_\nu K_\nu<\frac12$ is sufficient. This product is the diagonal Green function of $-d^2/dy^2+1+(\nu^2-\frac14)/y^2$ on the half-line. At $\nu=\frac12$ it equals $(1-e^{-2y})/2<\frac12$, and the added repulsive barrier for $\nu>\frac12$ lowers it. Raising $N$ by one raises $\nu$ by two; the two recurrences then show that $I_\nu$ decreases and $K_\nu$ increases, so the error falls for every $x>0$.

Near the chemical potential, the small-argument forms of $I_\nu$ and $K_\nu$ give
\begin{equation}
f_N-f\simeq\frac{\pi}{2\,\Gamma(\nu)\Gamma(\nu+1)}\left(\frac x4\right)^{4N+1}\qquad(x\to0).
\end{equation}
A truncated Matsubara sum has an error linear in $x$ there. The fraction instead matches the Taylor series of $f$ at $x=0$ through order $x^{4N}$. This describes small $x$ only; at larger $x$ the error is given by \eqref{error}.

\section{How many poles are needed}

For large $\nu$, set $s=x/(2\nu)$. In the uniform Bessel asymptotics the algebraic prefactor of $K_\nu$ is $\pi$ times that of $I_\nu$, so the prefactors cancel in $\pi I_\nu/K_\nu$, leaving
\begin{equation}
\ln\sigma\simeq2\nu\left[\sqrt{1+s^2}-s-\operatorname{arsinh}\frac1s\right].
\end{equation}
For $s\gg1$, $\sqrt{1+s^2}-s=1/(2s)-1/(8s^3)+\cdots$ and $\operatorname{arsinh}(1/s)=1/s-1/(6s^3)+\cdots$. Therefore
\begin{equation}
\ln\sigma\simeq-\frac{2\nu^2}{x}\left(1-\frac{\nu^2}{3x^2}\right). \label{logsigma}
\end{equation}
Set $x=X$, $\sigma=\epsilon$ and $L=\ln(1/\epsilon)$. At leading order $\nu=\sqrt{XL/2}$, so
\begin{equation}
N_{\rm Oz}\simeq\frac12\left(\sqrt{\frac{XL}{2}}-\frac12\right),\qquad X\gg L. \label{NO}
\end{equation}
The bracket in \eqref{logsigma} differs from one by about $L/(6X)$, which sets the condition.

For Matsubara poles the omitted terms are the error. Put $a=N+\frac12$, $v=x/2\pi$ and $\omega_{N+1+k}=2\pi(k+a)$. Then
\begin{equation}
\sum_{p>N}\frac{2x}{x^2+\omega_p^2}
=\frac1\pi\sum_{k=0}^{\infty}\frac{v}{(k+a)^2+v^2}
=\frac1\pi\operatorname{Im}\psi(a+iv),
\end{equation}
where $\psi$ is the digamma function. When $N\gg X$, $v^2$ is negligible in the denominators and $\sum_k(k+a)^{-2}\simeq1/N$, so
\begin{equation}
N_{\rm Mat}\simeq\frac{X}{2\pi^2\epsilon}. \label{NM}
\end{equation}

A fairer competitor sums the leading tail analytically. It subtracts $2xc_N$ from the truncated Matsubara function, with $c_N=\sum_{p>N}\omega_p^{-2}=\psi'(N+\frac12)/(4\pi^2)$. The density matrix then needs $H$ itself and the energy needs $\mathrm{Tr}\,(H-\mu)^2$. The remaining error is
\begin{equation}
-\sum_{p>N}\frac{2x^3}{\omega_p^2(x^2+\omega_p^2)}
\simeq-\frac{2x^3}{3(2\pi)^4N^3}, \label{tail}
\end{equation}
for $N\gg X/2\pi$. Equating its magnitude at $X$ to $\epsilon$ gives
\begin{equation}
N_{\rm tail}\simeq\frac{X}{2\pi}(3\pi\epsilon)^{-1/3}.
\end{equation}
At fixed bandwidth and tolerance, both Matsubara counts grow as $1/T$ and the Ozaki count as $T^{-1/2}$. Counts obtained from the full error formulas are:

\begin{center}
\begin{tabular}{rrrrr}
$X$&$\epsilon$&Ozaki&Matsubara&with tail\\
100&$10^{-3}$&10&5067&75\\
400&$10^{-6}$&27&20264237&3014\\
1600&$10^{-6}$&53&81056947&12055
\end{tabular}
\end{center}

For the second row, $L=13.8$ and \eqref{NO} gives $(\sqrt{400\times13.8/2}-0.5)/2\simeq26.0$, against 27 counted. Fourfold $X$ nearly doubles the Ozaki count and multiplies the others by four. These are the counts of three particular pole sets, not lower bounds. The Ozaki set is built by matching at $x=0$ and does not depend on $X$. Poles of the form \eqref{form} with positions and weights fitted to the interval $|x|\le X$ can be fewer when $X$ is large: a least-squares fit reaches $10^{-6}$ with 18 poles at $X=400$ and 23 at $X=1600$. At $X=100$ and $\epsilon=10^{-9}$ the estimate is 15.8 but the count is 17. Here $L=20.7$, and \eqref{logsigma} raises $\nu=32.2$ by the factor $1+L/(12X)=1.017$. This gives $N=16.1$, whose next integer is 17.

\section{Why a bounded spectrum is required}

The weights obey a sum rule that controls high energies. Since each pair $\pm b_p$ appears twice in the full spectral sum,
\begin{equation}
\sum_pR_p=\frac14\sum_p\frac{w_p}{b_p^2}=\frac18\left(B^{-2}\right)_{11}=\frac18|v|^2,\qquad Bv=e_1,
\end{equation}
where $e_1$ is the first unit vector. The last row of $Bv=e_1$ forces $v_{M-1}=0$, and the even rows then remove all odd components. The first row gives $v_2=2\sqrt3$. The later odd rows give $|v_{2k+2}/v_{2k}|=\sqrt{(4k+3)/(4k-1)}$, hence $|v_{2k}|=2\sqrt{4k-1}$. Therefore
\begin{equation}
\sum_pR_p=\frac12\sum_{k=1}^{N}(4k-1)=\frac{N(2N+1)}2. \label{sumR}
\end{equation}
For $x$ far above all $z_p$, \eqref{form} becomes
\begin{equation}
f_N(x)\simeq\frac12-\frac{N(2N+1)}x. \label{far}
\end{equation}
Empty states at very high energy thus acquire occupation near one half. Formula \eqref{rho} cannot be applied directly to full KKR, whose continuum extends upward without limit. It does apply to a finite set of muffin-tin orbitals, and to multiple scattering with parametrized potential functions that reproduce such a finite spectrum.

The six-pole set shows how the weights are arranged. Its first two poles are at $z_p/\pi=1.000000$ and $3.000000$ with unit weights, to the digits printed. The last is at $31.77$ with weight $31.45$, out of the total $6\times13/2=39$ required by \eqref{sumR}. At $x=20$ the error is $7.0\times10^{-7}$, against $0.155$ for six Matsubara poles.

\section{Green function and energy in a muffin-tin basis}

Consider one $s$ orbital per site with band centre $C_i$, width parameter $\Delta$ and distortion parameter $\gamma\ne0$. The bare structure constants are $S^0_{ij}=-2w/d_{ij}$ for $i\ne j$ and zero for $i=j$, where $w$ is the atomic-sphere radius and $d_{ij}$ the distance. Provided $1-\gamma S^0$ is invertible (it is positive definite in the example below), the Hamiltonian is
\begin{equation}
H=C+\Delta S^0(1-\gamma S^0)^{-1}.
\end{equation}
Define the site-diagonal quantities
\begin{equation}
P^0=\frac{z-C}{\Delta+\gamma(z-C)},\qquad
\lambda=\frac{\Delta}{\Delta+\gamma(z-C)}=1-\gamma P^0,
\end{equation}
and $g^0=(P^0-S^0)^{-1}$. Since $(z-C)/\Delta=\lambda^{-1}P^0$,
\begin{align}
\frac{z-H}{\Delta}&=\lambda^{-1}\left[P^0(1-\gamma S^0)-\lambda S^0\right](1-\gamma S^0)^{-1}\nonumber\\
&=\lambda^{-1}(P^0-S^0)(1-\gamma S^0)^{-1}.
\end{align}
The terms $\gamma P^0S^0$ cancelled. Inversion gives $\Delta G=(1-\gamma S^0)g^0\lambda$. From $(P^0-S^0)g^0=1$ one has $S^0g^0=P^0g^0-1$, and so
\begin{equation}
G=\frac{\lambda g^0\lambda+\gamma\lambda}{\Delta}. \label{G}
\end{equation}
At large $z$ the second term gives $G\simeq1/z$, as it must.

For the band energy, let $z=\mu+ik_BTz_p$. Then $(H-\mu)G=(z-\mu)G-1$, whose trace has real part $-k_BTz_p\operatorname{Im}\mathrm{Tr}\,G-n$. Including spin,
\begin{align}
E_b&=2\,\mathrm{Tr}[(H-\mu)\rho_N]\nonumber\\
&=\mathrm{Tr}(H-\mu)-4k_BT\sum_pR_p\left[k_BTz_p\operatorname{Im}\mathrm{Tr}\,G+n\right]. \label{Eb}
\end{align}
At fixed $H$ the error is $2k_BT\sum_kx_k[f_N(x_k)-f(x_k)]$, summed over levels. It is nonnegative for Ozaki and plain Matsubara sums, because each error has the sign of $x$. By \eqref{tail} it is nonpositive after the tail correction.

\section{Self-consistent scheme}

The model interaction is an on-site Hartree repulsion $U$, with $C_i=C_0+U(n_i-1)$ and $n_i=2\rho_{ii}$. If $H_0$ is $H$ with all $C_i=C_0$, the internal energy is $2\mathrm{Tr}(H_0\rho)+\frac U2\sum_i(n_i-1)^2$. Since $2\mathrm{Tr}(H\rho)$ contains $U\sum_i(n_i-1)n_i$, the excess is $\frac U2\sum_i(n_i-1)(n_i+1)$, and
\begin{equation}
E=2\,\mathrm{Tr}(H\rho)-\frac U2\sum_i(n_i^2-1). \label{Etot}
\end{equation}
This is not the grand potential, which also contains $-\mu\sum_in_i$ and $-T$ times the entropy.

The pole number is chosen once, from a bound valid throughout the loop. Equation \eqref{fN} keeps every output occupation between 0 and 2, and linear mixing with a fraction $0<\alpha\le1$ preserves $0<n_i<2$, so $|C_i-\mu|\le|C_0-\mu|+U$. Adding the spectral norm of $h=H-C$ bounds all levels relative to $\mu$.

\begin{verbatim}
W = norm2(h) + |C0 - mu| + U;  X = W/(kB*T)
N = smallest N with exact edge error <= eps
diagonalize B of size 2N; form z[p], R[p]
n[i] = 1
repeat
  C[i] = C0 + U*(n[i] - 1)
  for p = 1..N
    G[p] = multiple-scattering inverse
           at mu + i*kB*T*z[p]
  n_out[i] = 1 + 4*kB*T*sum_p R[p]*Re G[p][i,i]
  if max|n_out - n| < tolerance: stop
  n = n + alpha*(n_out - n)
evaluate E
\end{verbatim}

At fixed $\mu$ and exact $f$, the response is $\delta n_{\rm out}=-\chi\,\delta C$. The matrix $\chi$ is symmetric and nonnegative, because $n_i=\partial\Omega/\partial C_i$ and the noninteracting grand potential $\Omega$ is concave in $C$. The residual $n-n_{\rm out}$ has Jacobian $1+U\chi$, which is positive for $U\ge0$, so the solution is unique. Near it, linear mixing converges if $\alpha(1+U\chi_{\max})<2$. More poles do not cure a mixing parameter that violates this condition.

\section{A 24-orbital cluster}

The example is a $2\times3\times4$ simple-cubic box with nearest-neighbour spacing $d$. The sphere volume equals $d^3$, so $w/d=(3/4\pi)^{1/3}=0.620$. The parameters are $C_0=-1$ eV, $\Delta=U=1$ eV, $\gamma=0.3$, $\mu=0$ and $T=300$ K. Intersite electrostatics and exchange-correlation are left out.

With $k_BT=0.025852$ eV and a spectral bound of $6.8314$ eV, $X=6.8314/0.025852=264.25$. For $\epsilon=10^{-10}$, $L=23.03$ and \eqref{NO} gives $27.3$; the exact error requires 28 poles. With $\alpha=0.2$ and a tolerance of $10^{-11}$ the loop took 97 iterations, or $97\times28=2716$ Green functions. This number is set by the cautious mixing: here $U\chi_{\max}\simeq0.88$ allows $\alpha<1.06$, and $\alpha=0.7$ needs 16 iterations. It gave $19.858$ electrons and $E=-26.288$ eV. A separate self-consistent loop using diagonalization agreed in energy to $4\times10^{-13}$ eV. The site occupations lie between 0.702 and 0.908.

At the converged potential $E_b=-30.005$ eV. An absolute error of at most 1 meV in this energy requires 14 Ozaki poles, 332 tail-corrected Matsubara poles, or 346003 plain ones. The first two cases, evaluated with actual Green functions, gave errors of $+0.31$ and $-0.996$ meV, with the predicted signs. The plain count comes from the exact error formula applied to the levels. A direct sum with 2000 Green functions was 0.173 eV too high; scaling by $1/N$ gives $2000\times0.173/0.001=3.46\times10^5$, consistent with that count.

\section{Cost, stability and failure modes}

Each pole costs one dense inversion, of order $n^3$, and the poles are independent of one another. The tridiagonal problem is solved once and contains no material parameters. These counts compare pole sums with each other; dense diagonalization also scales as $n^3$, without the factor $N$.

The far poles deserve a check of rounding. For $N=28$ the highest has $z_p/\pi=647$ and $R_p=647$. In \eqref{Eb} the two terms in its bracket nearly cancel. With unit roundoff $1.1\times10^{-16}$, a relative rounding error of this size in a computed term of magnitude $n=24$ is amplified to about $4\times0.026\times647\times24\times1.1\times10^{-16}\simeq2\times10^{-13}$ eV, which is harmless here. A relative error in $\mathrm{Tr}\,G$ from an iterative inversion would be amplified by the same weight, so its tolerance must be set with $R_p$ in view. An absolute error in $\mathrm{Tr}\,G$ is multiplied by $k_BTz_p$ as well.

Underestimating the spectral range is more serious. At $x=1000X$ the 28-pole function gives $0.49396$, where the true occupation is negligible. Equation \eqref{far} reproduces this: $0.5-28\times57/264250=0.49396$. Agreement of the low poles with Matsubara values does not reveal the fault: 14 of the 28 agree in position and weight to a relative $10^{-6}$. The quantity to check is the edge error \eqref{error}, whenever the basis, the potential bound or the temperature changes.

\section*{Computed values}
\begin{verbatim}
Ozaki poles for N = 6 (dimensionless): p, z_p/pi, R_p
  1  1.000000  1.000000
  2  3.000000  1.000000
  3  5.000432  1.001672
  4  7.113080  1.216349
  5  11.041660  3.332946
  6  31.773441  31.449033
x = 20: error of f, N=6, Ozaki 6.984e-07, Matsubara 1.550e-01
Poles needed: X, tol, Ozaki, (estimate), Matsubara, Matsubara+tail
  100  1e-03  10  (9.0)  5067  75
  100  1e-06  14  (12.9)  5066060  754
  100  1e-09  17  (15.8)  5066059183  7535
  400  1e-03  19  (18.3)  20265  299
  400  1e-06  27  (26.0)  20264237  3014
  400  1e-09  33  (31.9)  20264236729  30139
  1600  1e-03  37  (36.9)  81057  1195
  1600  1e-06  53  (52.3)  81056947  12055
  1600  1e-09  65  (64.1)  81056946914  120555
Cluster (2, 3, 4), 24 orbitals, w/d = 0.62035
C0 = -1.0 eV, Delta = 1.0 eV, gamma = 0.3, U = 1.0 eV
T = 300 K, kT = 0.025852 eV, mu = 0.0 eV
Spectral bound 6.8314 eV, X = 264.25
Ozaki poles for occupation error 1e-10: 28
Iterations 97, Green functions 2716
Levels from -3.9667 to 3.6226 eV
Electrons 19.858135, site occupations 0.70246 to 0.90842
Total energy, Ozaki poles      -26.28827439 eV
Total energy, diagonalization  -26.28827439 eV
Difference 4.2e-13 eV
Band energy 2Tr[(H-mu)rho] = -30.004758 eV
Green functions for 1 meV: Ozaki 14, Matsubara 346003, Matsubara+tail 332
Errors found: Ozaki 0.3124 meV, Matsubara+tail -0.9964 meV
Plain Matsubara, 2000 Green functions: 0.17300 eV
False occupation at x = 1000 X with N = 28: 0.49396
Poles equal to Matsubara within 1e-6: 14 of 28
Highest pole z/pi = 647.001, weight 646.668
\end{verbatim}
